# Differential equations and boundary conditions for atomic Coulomb integrals, part 1

(Sections cited here and not found follow in the second part.)

**Q.** In my radial self-consistent-field program the electron–electron terms are the weak point. For each pair of orbitals and each multipole order \(k\) I evaluate a double integral with the kernel \(r_<^k/r_>^{k+1}\). On a grid of \(N\) points I redo the inner integral from scratch at each of the \(N\) outer points, so the work grows as \(N^2\). The kernel has a kink at \(s=r\), and Simpson's rule loses its fourth order when the kink falls inside one of its panels. I then tried a differential equation from my notes, with \(Y=0\) at both ends of the grid, and the spherical potential came out shifted by a constant. I tried a first-order version from the origin outward and it ran away at large \(r\). What is the equation, and which conditions belong to it?

**A.** All four troubles have one cure: the inner integral obeys a local differential equation, its homogeneous solutions are known powers of \(r\), and those powers dictate both the boundary conditions and the direction of integration. The definitions come first. An orbital is written
\[
\psi_a(\mathbf r)=\frac{P_a(r)}{r}\,\mathcal Y_{l_a m_a}(\Omega),\qquad \int_0^\infty P_a^2\,dr=1 ,
\]
with \(\mathcal Y_{lm}\) a normalised spherical harmonic and \(P_a\) real, of unit \(\mathrm{m^{-1/2}}\). I assume that \(P_a\) is continuous, behaves as \(r^{l_a+1}\) at the origin and falls exponentially at infinity. For two orbitals put
\[
S(r)=P_a(r)P_b(r),\qquad S=c\,r^{L+2}+O(r^{L+3})\ \ (r\to0),\qquad L=l_a+l_b .
\]
\(S\) has the unit \(\mathrm{m^{-1}}\). For an integer \(k\ge0\) define three dimensionless functions,
\[
Z^k(r)=\int_0^r\Big(\frac sr\Big)^{k}S(s)\,ds,\qquad W^k(r)=\int_r^\infty\Big(\frac rs\Big)^{k+1}S(s)\,ds,\qquad Y^k=Z^k+W^k .
\]
With \(r_<=\min(r,s)\) and \(r_>=\max(r,s)\), the factor \(r\,r_<^k/r_>^{k+1}\) equals \((s/r)^k\) for \(s<r\) and \((r/s)^{k+1}\) for \(s>r\), so
\[
Y^k(r)=r\int_0^\infty\frac{r_<^k}{r_>^{k+1}}S(s)\,ds .
\]
The superscript \(k\) on \(Y\), \(Z\), \(W\) is a label, and I drop it where only one order is in play. The claims are
\[
\text{(A)}\quad Z'=S-\frac{k}{r}Z,\qquad Z(0)=0,
\]
\[
\text{(B)}\quad Y'=\frac{(k+1)Y-(2k+1)Z}{r},\qquad Y-Z\to0\ \ (r\to\infty),
\]
\[
\text{(C)}\quad Y''=\frac{k(k+1)}{r^2}Y-\frac{2k+1}{r}S,\qquad Y(0)=0,\qquad rY'+kY\to0\ \ (r\to\infty),
\]
and that (A) with (B), or (C) alone, has \(Y^k\) as its only solution.

**Q.** My notes have \(PP'\) in the source term. I took that for \(P\) times its derivative.

**A.** The prime there labels a second orbital, \(P_{nl}P_{n'l'}\). The units settle it. \(Y''\) has the unit \(\mathrm{m^{-2}}\), and \(P_aP_b/r\) has \(\mathrm{m^{-1}}\cdot\mathrm{m^{-1}}\), which matches, whereas \(P\,(dP/dr)/r\) would have \(\mathrm{m^{-3}}\). Here a prime always means \(d/dr\) and the product is called \(S\).

**Q.** There is no charge and no \(\varepsilon_0\) in those equations. How does \(Y^k\) enter a real potential in volts?

**A.** Through the Laplace expansion of the Coulomb kernel. The overlap charge density of the two orbitals is \(\rho=-e\,\psi_a^*\psi_b\). Expand its angular part in spherical harmonics,
\[
\rho(\mathbf r)=-e\,\frac{S(r)}{r^2}\sum_{kq}f_{kq}\,\mathcal Y_{kq}(\Omega),\qquad f_{kq}=\int\mathcal Y_{kq}^*\,\mathcal Y^*_{l_am_a}\mathcal Y_{l_bm_b}\,d\Omega .
\]
Only \(k\le L\) occurs, because \(r^{L}\mathcal Y^*_{l_am_a}\mathcal Y_{l_bm_b}\) is a homogeneous polynomial of degree \(L\) in \(x,y,z\), and such a polynomial contains harmonics of degree at most \(L\). The generating function of the Legendre polynomials \(\mathcal P_k\) and the addition theorem give, for points \(\mathbf r=(r,\Omega)\) and \(\mathbf s=(s,\Omega_s)\) at an angle \(\omega\),
\[
\frac1{|\mathbf r-\mathbf s|}=\sum_k\frac{r_<^k}{r_>^{k+1}}\mathcal P_k(\cos\omega)=\sum_{kq}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}\mathcal Y_{kq}(\Omega)\mathcal Y^*_{kq}(\Omega_s).
\]
Insert both in \(\varphi(\mathbf r)=(4\pi\varepsilon_0)^{-1}\int\rho(\mathbf s)\,|\mathbf r-\mathbf s|^{-1}s^2\,ds\,d\Omega_s\). The \(s^2\) of the volume element cancels the \(1/s^2\) of the density, orthonormality of the harmonics selects one term \(f_{kq}\) for each \(kq\), and the radial integral is \(Y^k/r\):
\[
\varphi(\mathbf r)=-\frac{e}{4\pi\varepsilon_0}\sum_{kq}\frac{4\pi}{2k+1}f_{kq}\,\mathcal Y_{kq}(\Omega)\,\frac{Y^k(r)}{r}.
\]
So all constants stand outside, and the radial factor of the potential is \(Y^k/r\), not \(Y^k\). With \(K=e^2/4\pi\varepsilon_0\), the Slater integrals are \(K\int_0^\infty\tilde S\,Y^k\,dr/r\), where \(\tilde S\) is the product of the two radial functions of the other electron. The direct integral \(F^k(a,b)\) has \(S=P_b^2\), \(\tilde S=P_a^2\), and the exchange integral \(G^k(a,b)\) has \(S=\tilde S=P_aP_b\).

**Q.** Then derive (A) and (B), and let me see where \(2k+1\) comes from.

**A.** Move the powers of \(r\) out of the integrals:
\[
r^kZ=\int_0^rs^kS\,ds,\qquad r^{-k-1}W=\int_r^\infty s^{-k-1}S\,ds .
\]
The integrands are continuous for \(s>0\), so each right side is differentiable and its derivative is the integrand at the moving limit, with a plus sign for an upper limit and a minus sign for a lower one. The first gives
\[
r^kZ'+k\,r^{k-1}Z=r^kS ,
\]
and division by \(r^k\) is the equation in (A). The second gives
\[
r^{-k-1}W'-(k+1)r^{-k-2}W=-r^{-k-1}S\quad\Longrightarrow\quad W'=\frac{k+1}{r}W-S .
\]
In the sum \(Y'=Z'+W'\) the terms \(+S\) and \(-S\) cancel:
\[
rY'=(k+1)W-kZ .
\]
The cancellation expresses the continuity of the kernel at \(s=r\), where both branches equal 1. Put \(W=Y-Z\):
\[
rY'=(k+1)Y-(k+1)Z-kZ=(k+1)Y-(2k+1)Z ,
\]
which is the equation in (B). The factor \(2k+1\) is the sum \((k+1)+k\) of the two exponents. Putting \(Z=Y-W\) instead gives \(rY'=(k+1)W-kY+kW\), that is
\[
rY'+kY=(2k+1)W=(2k+1)(Y-Z).
\]
This identity shows that the outer conditions in (B) and (C) are the same statement, \(W\to0\).

**Q.** And the second-order equation?

**A.** Differentiate \(rY'=(k+1)Y-(2k+1)Z\). This is allowed because \(Y\) and \(Z\) have just been shown to be differentiable:
\[
rY''+Y'=(k+1)Y'-(2k+1)Z' .
\]
Insert (A) for \(Z'\) and move \(Y'\) to the right:
\[
rY''=kY'-(2k+1)S+\frac kr(2k+1)Z .
\]
From (B), \((2k+1)Z=(k+1)Y-rY'\), so the last term is \(k(k+1)Y/r-kY'\). The two terms \(kY'\) cancel:
\[
rY''=\frac{k(k+1)}{r}Y-(2k+1)S ,
\]
and division by \(r\) gives (C).

**Q.** A sign or a factor could hide in that. Is there a check that does not repeat the same algebra?

**A.** There are two. The first is Poisson's equation \(\nabla^2\varphi=-\rho/\varepsilon_0\). For a function \(u(r)\mathcal Y_{kq}/r\) the radial part of the Laplacian is \(r^{-1}\,d^2/dr^2\) acting on \(r\) times the function, and the angular part has the eigenvalue \(-k(k+1)/r^2\), so
\[
\nabla^2\Big[\frac ur\mathcal Y_{kq}\Big]=\frac1r\Big[u''-\frac{k(k+1)}{r^2}u\Big]\mathcal Y_{kq}.
\]
In the potential above \(u=-e f_{kq}Y^k/[\varepsilon_0(2k+1)]\), since \(4\pi/4\pi\varepsilon_0=1/\varepsilon_0\). By (C) the bracket acting on \(Y^k\) gives \(-(2k+1)S/r\). Hence
\[
\nabla^2\varphi_{kq}=\frac1r\cdot\frac{-e f_{kq}}{\varepsilon_0(2k+1)}\cdot\frac{-(2k+1)S}{r}\,\mathcal Y_{kq}=+\frac{e\,S}{\varepsilon_0r^2}f_{kq}\mathcal Y_{kq}=-\frac{\rho_{kq}}{\varepsilon_0}.
\]
Equation (C) is the radial Poisson equation for one multipole, with the right sign and factor.

The second is a thin shell, \(S=\delta(r-d)\). The definition gives \(Y=(r/d)^{k+1}\) for \(r<d\) and \(Y=(d/r)^k\) for \(r>d\). The function is continuous, its slope is \((k+1)/d\) just inside and \(-k/d\) just outside, and the jump is \(-(2k+1)/d\). Integrating (C) across the shell gives the jump \(-(2k+1)\int S\,dr/r=-(2k+1)/d\), the same value. For \(k=0\) the shell gives \(Y/r=1/d\) inside and \(1/r\) outside, which is Gauss's law: for \(a=b\), \(Z^0(r)\) is the charge enclosed, in units of \(-e\), and \(W^0(r)/r\) is the part of \(Y^0/r\) that comes from the charge outside \(r\). Each shell contributes a constant throughout its own interior, but the sum depends on \(r\), because only the shells outside \(r\) are counted in it.

**Q.** You have shown that the integral satisfies the equations. I solve the equations and want the integral back. That needs the boundary conditions, and the equation is singular at \(r=0\).

**A.** Take the behaviour of the true \(Y^k\) at each end first. Near the origin insert \(S\simeq c\,s^{L+2}\):
\[
Z\simeq r^{-k}\int_0^rc\,s^{L+k+2}ds=\frac{c\,r^{L+3}}{L+k+3}.
\]
For \(W\) write \(\int_r^\infty=\int_0^\infty-\int_0^r\). The integrand \(s^{-k-1}S\simeq c\,s^{L+1-k}\) is integrable at 0 when \(k\le L+1\), which includes every \(k\le L\). With \(A_k=\int_0^\infty s^{-k-1}S\,ds\),
\[
W\simeq A_kr^{k+1}-\frac{c\,r^{L+3}}{L+2-k}.
\]
The two \(r^{L+3}\) terms combine through \((L+2-k)-(L+k+3)=-(2k+1)\):
\[
Y=A_kr^{k+1}-\frac{(2k+1)\,c\,r^{L+3}}{(L+k+3)(L+2-k)}+O(r^{L+4}).
\]
So \(Z(0)=0\) and \(Y(0)=0\), and if \(A_k\ne0\), \(Y\) starts as \(r^{k+1}\) because \(k+1<L+3\). The constant can vanish. For hydrogenic 2s and 2p functions of the same nuclear charge \(\mathsf Z\), with \(u=\mathsf Zr/a_0\), \(S\propto u^3(1-u/2)e^{-u}\) and \(A_1\propto\int_0^\infty u(1-u/2)e^{-u}du=1-1=0\), so \(Y^1\) starts as \(r^{L+3}=r^4\). For \(k=0\) the potential factor \(Y/r\) tends to the finite value \(A_0\) at the nucleus. For \(k\ge L+2\) the constant \(A_k\) does not exist and the leading term changes (a logarithm appears at \(k=L+2\)), but \(Y\) still vanishes at the origin and (A) to (C) stand, since their derivation used only \(r>0\).

At large \(r\), \((r/s)^{k+1}\le1\) in \(W\), so \(|W|\le\int_r^\infty|S|\,ds\), which is exponentially small. With \(M_k=\int_0^\infty s^kS\,ds\),
\[
Z=M_kr^{-k}-\int_r^\infty(s/r)^kS\,ds ,
\]
and the last integral is exponentially small as well. Both \(Y\) and \(Z\) approach \(M_kr^{-k}\), the exterior field of a multipole moment.

**Q.** Then for \(k=0\) the function does not go to zero at all.

**A.** It goes to \(M_0=\int P_aP_b\,dr\), which is 1 for \(a=b\) and 0 for a radially orthogonal pair. The condition \(Y(\infty)=0\) is true for \(k\ge1\) and for orthogonal pairs, and false for the spherical direct potential. The form \(rY'+kY\to0\) holds in every case and needs no prior knowledge of \(M_k\), because the operator \(r\,d/dr+k\) annihilates \(r^{-k}\) whatever its coefficient.

For uniqueness let \(\theta=r\,d/dr\). Then \(\theta^2Y=r(rY')'=r^2Y''+rY'\), so \(r^2Y''=(\theta^2-\theta)Y\), and
\[
(\theta+k)(\theta-k-1)=\theta^2-\theta-k(k+1).
\]
Equation (C) multiplied by \(r^2\) is therefore
\[
(\theta+k)(\theta-k-1)Y=-(2k+1)\,rS .
\]
The difference \(D\) of two solutions obeys the homogeneous equation. Let \(E=(\theta-k-1)D\). Then \(rE'=-kE\), so \(E\propto r^{-k}\). Since \((\theta-k-1)r^{-k}=-(2k+1)r^{-k}\) and \((\theta-k-1)r^{k+1}=0\), the general result is
\[
D=B\,r^{k+1}+C\,r^{-k}.
\]
Any solution of the equation in (C) is thus \(Y^k+Br^{k+1}+Cr^{-k}\). The condition \(Y(0)=0\) forces \(C=0\): for \(k\ge1\) the term diverges, and for \(k=0\) it is a constant, which would add \(C/r\) to the potential, a spurious point charge at the nucleus. Boundedness of \(Y\) at the origin is therefore enough for \(k\ge1\) and not enough for \(k=0\). At infinity \((\theta+k)Br^{k+1}=(2k+1)Br^{k+1}\), which tends to zero only if \(B=0\).

For the pair, two solutions of (A) differ by \(Cr^{-k}\), removed by \(Z(0)=0\). With \(Z\) fixed, two solutions of (B) differ by \(Br^{k+1}\), removed by \(Y-Z\to0\).

**Q.** You derived (C) from the pair. Equivalence means the other direction too.

**A.** Let \(Y\) solve (C) with its conditions and define \(\tilde Z=-(\theta-k-1)Y/(2k+1)=[(k+1)Y-rY']/(2k+1)\). This definition is the equation in (B). The factorised form gives \((\theta+k)\tilde Z=rS\), that is \(r\tilde Z'+k\tilde Z=rS\), the equation in (A). Further,
\[
Y-\tilde Z=\frac{(2k+1)Y-(k+1)Y+rY'}{2k+1}=\frac{rY'+kY}{2k+1}\to0 ,
\]
the condition in (B). Finally, before any condition is used \(Y=Y^k+Br^{k+1}+Cr^{-k}\) gives \(\tilde Z=Z^k+Cr^{-k}\), so \(Y(0)=0\), which is \(C=0\), is the same as \(\tilde Z(0)=0\). The pair is the second-order operator inverted one factor at a time.

**Q.** Now my runaway. I knew \(A_k\) well enough, started with \(Y=A_kr^{k+1}\), and integrated (B) outward. The equation is exact, so why should that fail?

**A.** An error made at \(r_0\) is carried along by the homogeneous solution. In (B) the error obeys \(r\,\delta Y'=(k+1)\delta Y\), so \(\delta Y(r)=\delta Y(r_0)(r/r_0)^{k+1}\). Outward it grows while the true solution falls as \(r^{-k}\); inward it shrinks. In (A) the error goes as \((r_0/r)^k\), which never grows outward. So \(Z\) is integrated outward from \(Z=0\) at a small radius, and \(Y\) inward from \(Y(R)=Z(R)\) at a radius \(R\) beyond which \(S\) is negligible. Each sweep visits each point once, so the work is proportional to \(N\). The kink does no harm, because the sweeps solve local equations in which the kernel no longer appears, and no quadrature has to cross \(s=r\). On a logarithmic grid, \(t=\ln(r/a_0)\) with \(a_0\) the Bohr radius, \(\theta=d/dt\) and the coefficients are constant:
\[
\frac{dZ}{dt}=rS-kZ,\qquad\frac{dY}{dt}=(k+1)Y-(2k+1)Z .
\]

**Q.** And the constant shift when I set \(Y=0\) at the last point?

**A.** The solution \(Y_D\) with \(Y_D(0)=0\), \(Y_D(R)=0\) differs from \(Y^k\) by \(Br^{k+1}\), and \(BR^{k+1}=-Y^k(R)=-M_kR^{-k}\). Thus
\[
Y_D-Y^k=-M_kR^{-k}\Big(\frac rR\Big)^{k+1}.
\]
Physically this is the field of the charge induced on an earthed sphere of radius \(R\). For \(k=0\) the error in \(Y/r\) is the constant \(-M_0/R\), your shift, and it decays only as \(1/R\). If the inner zero is placed at a first grid point \(r_0>0\) instead of the origin, the \(C\) term enters as well: for \(k=0\) and \(r_0\ll R\), \(Y/r\) has the further error \(-(A_0-M_0/R)\,r_0/r\), so the shift is constant only for \(r\gg r_0\). For \(F^k(a,a)\) the error is
\[
\Delta F^k=K\int_0^RS\,B\,r^{k}dr=KBM_k=-\frac{K M_k^2}{R^{2k+1}} .
\]
The correct finite-grid condition is \(RY'(R)+kY(R)=0\), or \(Y(R)=M_kR^{-k}\) with \(M_k\) computed first. The true \(Y^k\) misses the first by \((2k+1)W(R)\) and the second by \(W(R)-\int_R^\infty(s/R)^kS\,ds\), both exponentially small.

The equations (A), (B) and (C) are now derived, their boundary conditions are shown to select \(Y^k\) alone, and both the runaway and the constant shift are explained. What remains is to solve (C) by Numerov's method, to work through numbers for an atom, and to see where the result fails.
